# Why GIPAW Rebuilds Silicon p Waves, and Why with Two Projectors

Anyone who sets up a calculation of silicon NMR shieldings with pseudopotentials must choose a data set for the silicon atom. A pseudopotential that gives good energies may carry no information about the wave near the nucleus, or it may carry one reconstructed partial wave per angular momentum, or two. For the molecule treated below, omitting the reconstruction would cost roughly 400 ppm, while the second partial wave is a far smaller correction. Depending on the projector shape it ranges from under one to about twenty ppm when the first reference energy is close to the occupied molecular level or the atomic 3p level, and it grows when the reference lies further away. Both figures can be understood from one solvable problem, a p wave in a spherical atomic potential.

## Which part of the shielding is at stake

I use Hartree atomic units and put the nucleus and the gauge origin at $\mathbf r=0$. A field $\mathbf B$ and a nuclear moment $\boldsymbol\mu$ give the vector potential

$$\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\,\frac{\boldsymbol\mu\times\mathbf r}{r^3},$$

where $\alpha$ is the fine-structure constant. The kinetic energy is $\tfrac12(\mathbf p+\mathbf A)^2$. Since $\nabla\cdot\mathbf A=0$, its linear part is $\mathbf A\cdot\mathbf p$, and $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot\mathbf L$ turns it into

$$\tfrac12\,\mathbf B\cdot\mathbf L+\alpha^2\,\boldsymbol\mu\cdot\frac{\mathbf L}{r^3}.$$

The shielding is $\sigma=\partial^2E/\partial B\,\partial\mu$. The term $\tfrac12\mathbf A^2$ gives the diamagnetic part $\sigma_d$, which needs only the unperturbed density. The paramagnetic part $\sigma_p$ is the response of $\alpha^2L_z/r^3$ to $\tfrac12BL_z$.

In the local density approximation (LDA) this response needs no self-consistency. Reversing $B$ replaces the Hamiltonian by its complex conjugate, which leaves the density unchanged. The density is therefore even in $B$, and the Kohn–Sham potential has no first-order change. An occupied orbital $o$ acquires

$$\psi_o^{(1)}=-\frac12\sum_a\frac{|a\rangle\langle a|L_z|o\rangle}{e_a-e_o},$$

with $a$ running over empty orbitals, because mixing among filled orbitals does not alter the filled space. The expectation value of $\alpha^2L_z/r^3$ brings a factor 2 for spin and a factor 2 from the complex-conjugate term, so that

$$\sigma_p=-2\alpha^2\sum_{o,a}\frac{\mathrm{Re}\,\langle o|L_z|a\rangle\langle a|L_z r^{-3}|o\rangle}{e_a-e_o}.$$

In a closed-shell spherical atom $L_z$ turns each filled shell into itself. Then $\langle a|L_z|o\rangle=0$ and $\sigma_p=0$. A paramagnetic part requires surroundings that break the spherical symmetry, such as bonds, so that waves with $l\ge1$ about the nucleus ($L_z$ annihilates s waves) enter both filled and empty orbitals.

Silane, SiH₄, has such bonds. I take an Si–H distance of 2.80 bohr as input and use nonrelativistic LDA with 79 basis functions. The results are $\sigma_d=899$ ppm, of which 832 ppm comes from core orbitals, and $\sigma_p=-457$ ppm, so the sum is 442 ppm. The paramagnetic term thus does not dominate the total shielding. What does hold is that $\sigma_p$ itself arises near the nucleus: restricting $L_z/r^3$ to $r<r_c=2.0$ bohr leaves $-435$ ppm, or 95% of it. The p waves of the three highest occupied orbitals and their responses supply $-425$ ppm of that. This division refers to the gauge origin at silicon. Relativity, vibration, basis incompleteness and the error of the functional are left out, so these are not predictions of measured values.

## What a smooth wave loses

Write a p wave as $u(r)=rR(r)$. It obeys

$$u''=2(W-E)u,\qquad W=V+\frac{l(l+1)}{2r^2},\qquad l=1.$$

Multiplying by $2u'$ gives $(u'^2)'=2(W-E)(u^2)'$. Integrate from zero to infinity for a bound state. The left side is $-u'(0)^2=0$, because $u\propto r^2$ at the origin. On the right, integration by parts has no boundary term, since $Wu^2\propto r^2$ there, and leaves $-2\int W'u^2\,dr$. Hence $\langle W'\rangle=0$. Because $W'=V'-l(l+1)/r^3$,

$$\Big\langle\frac{dV}{dr}\Big\rangle=l(l+1)\,\langle r^{-3}\rangle=2\,\langle r^{-3}\rangle .$$

A large $\langle r^{-3}\rangle$ must be held in place by a steep potential. The nuclear attraction is steep, with $V'\approx Z/r^2$ close to the nucleus. A pseudopotential is built to be smooth there.

For the silicon atom (LDA, spherical and without spin polarization) the 3p wave has $\langle r^{-3}\rangle=2.45$ bohr⁻³ and $\langle V'\rangle=4.90$ hartree/bohr, in the required ratio of two. About 69% of $\langle r^{-3}\rangle$ comes from $r<0.2$ bohr and 95% from $r<0.5$ bohr, although only 28% of the 3p charge lies within 2.0 bohr.

Now replace $u$ inside $r_c$ by the nodeless function $\tilde u=r^2e^{p(r)}$, where $p$ is a cubic polynomial in $r^2$. Its four coefficients are fixed by the value, slope and curvature at $r_c$ and by the charge inside $r_c$. To find the potential that produces $\tilde u$, use $(\ln\tilde u)'=2/r+p'$:

$$\frac{\tilde u''}{\tilde u}=(\ln\tilde u)''+\big[(\ln\tilde u)'\big]^2=\frac{2}{r^2}+\frac{4p'}{r}+p''+p'^2 .$$

The radial equation says that this equals $2/r^2+2(V_{ps}-E)$, so

$$V_{ps}=E+\frac{2p'}{r}+\frac{p''+p'^2}{2}.$$

The pseudo wave has $\langle r^{-3}\rangle=0.169$ bohr⁻³. The fraction removed is

$$\frac{2.4515-0.1689}{2.4515}=0.931 .$$

It stays at 93% for $r_c=1.8$, 2.0 and 2.2 bohr. The relation above holds for the pseudo wave too: $\langle V_{ps}'\rangle=0.338$ hartree/bohr, twice 0.169.

Conserving the charge does not help, because it protects a different quantity. Let $u_E$ be the regular solution at energy $E$, scaled so that $u_E(r_c)=1$, and let $\dot u=\partial u_E/\partial E$. Differentiating the radial equation gives $\dot u''=2(W-E)\dot u-2u$, hence

$$(u\dot u'-u'\dot u)'=u\dot u''-u''\dot u=-2u^2 .$$

Both $u$ and $\dot u$ vanish at the origin, while $u=1$ and $\dot u=0$ at $r_c$. Integration therefore gives $\dot u'(r_c)=-2\int_0^{r_c}u^2dr$. Equal charge in the sphere makes the slope at its surface change equally with energy, to first order. This is what bonding sees from outside. It places no condition on $\int u^2r^{-3}dr$.

## Putting the wave back

Choose reference energies $E_i$. At each, compute an all-electron wave $\phi_i$ and a pseudo wave $\tilde\phi_i$ with equal values at $r_c$. Choose projectors $p_i$, confined to the sphere, with $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. If a pseudo wave in the sphere is $\tilde u_E=\sum_jc_j\tilde\phi_j$, then $c_j=\langle p_j|\tilde u_E\rangle$, and the all-electron wave is taken to be $\sum_jc_j\phi_j$. Since $L_z$ acts on angles alone, the radial matrix element with the 3p wave becomes

$$M(E)=\langle\tilde u|r^{-3}|\tilde u_E\rangle+\sum_{ij}\langle\tilde u|p_i\rangle\Big(\langle\phi_i|r^{-3}|\phi_j\rangle-\langle\tilde\phi_i|r^{-3}|\tilde\phi_j\rangle\Big)\langle p_j|\tilde u_E\rangle ,$$

with all integrals over the sphere. The subtracted part cancels the first term whenever the expansion of the pseudo waves is complete. With the gauge origin at this nucleus, the field-dependent phase that GIPAW attaches to the sphere of each atom equals one for this atom, though not for the others.

Let the first reference be the 3p energy $\varepsilon$, and let $\delta=E-\varepsilon$. With one projector, $u_E=u+\delta\dot u+\dots$ and $\tilde u_E=\tilde u+\delta\dot{\tilde u}+\dots$ give the coefficient $c_1=1+\delta\langle p_1|\dot{\tilde u}\rangle+\dots$. The zeroth-order error vanishes, and there remains

$$\delta\Big[\langle\tilde u|r^{-3}|\dot{\tilde u}\rangle+\langle p_1|\dot{\tilde u}\rangle\big(\langle u|r^{-3}|u\rangle-\langle\tilde u|r^{-3}|\tilde u\rangle\big)-\langle u|r^{-3}|\dot u\rangle\Big].$$

Nothing in the construction makes the bracket zero. It is linear in $\langle p_1|\dot{\tilde u}\rangle$, so its size and even its sign depend on the shape chosen for the projector. With a second reference at $E_2$, the coefficients are $(1,0)$ at $\varepsilon$ and $(0,1)$ at $E_2$, so the error vanishes at both energies. Being smooth in $E$, it has the form $(E-\varepsilon)(E-E_2)$ times a smooth factor.

The table gives the in-sphere matrix element as a percentage of its all-electron value, with $E_2=\varepsilon+0.50$ hartree. The projectors are combinations of the $\tilde\phi_j$ multiplied by $(1-r^2/r_c^2)^2$.

| $E-\varepsilon$ (hartree) | none | one | two |
|---|---|---|---|
| 0.10 | 5.7 | 100.45 | 100.05 |
| 0.25 | 5.8 | 101.07 | 100.05 |
| 0.40 | 5.8 | 101.68 | 100.01 |
| 0.60 | 5.9 | 102.63 | 100.05 |

One projector already restores most of what was lost. Its error grows almost in proportion to the energy distance, by about 4% per hartree for this projector shape; other shapes give other slopes, several times larger or of opposite sign. To test the orders, the program evaluates the error midway between two close references and then halves all energy intervals. The error falls by a factor of 1.99 with one projector and 3.90 with two, against 2 and 4 at leading order.

With these projectors the two-projector error is positive both at 0.40 and at 0.60 hartree, although $(E-\varepsilon)(E-E_2)$ has opposite signs at these two energies; the smooth factor must therefore change sign as well between them. In this range the surface slopes of the pseudo and all-electron waves also begin to differ, by 0.027 bohr⁻¹ at 0.60 hartree. Whether the two observations are connected is not tested here. The scheme as scaled here fails near an energy where $u_E$ has a node at $r_c$.

## Why the magnetic response asks for the second wave

A ground-state orbital close to the reference energy might manage with one projector. The first-order orbital has a different structure. From its sum over states it obeys

$$(H-e_o)\,\psi_o^{(1)}=-\tfrac12\big(L_z\psi_o-\text{its occupied part}\big).$$

Take the potential in the sphere as spherical. $L_z$ rotates the p part of $\psi_o$ and keeps its radial function $u$. In silane the three highest occupied orbitals are degenerate and share this radial function, so subtracting their part changes only the prefactor. The 2p core drops out as far as it is atomic: $L_z$ turns one 2p orbital into another, which is orthogonal to $\psi_o$. With $h$ the radial Hamiltonian and $\varepsilon$ now the energy $e_o$, the radial response $g$ obeys

$$(h-\varepsilon)\,g=c\,u .$$

Differentiating $(h-E)u_E=0$ with respect to $E$ gives $(h-\varepsilon)\dot u=u$. The difference $g-c\,\dot u$ therefore solves the homogeneous equation and is regular at the origin, so it is a multiple of $u$:

$$g=a\,u+c\,\dot u .$$

The magnetic field itself brings in the energy derivative. One partial wave can represent $u$ but not $\dot u$. A second one supplies it, since $(u_{E_2}-u)/(E_2-\varepsilon)=\dot u+O(E_2-\varepsilon)$.

The silane response shows what a second wave gains. I fit its p part in the sphere with the atomic 3p wave alone, and then with the second atomic wave added. The unfitted remainder, relative to the norm of the response, falls from 1.3% to 0.15%. Inserting the fitted responses, with the occupied orbitals kept exact, changes the p-channel shielding of $-425.5$ ppm to $-421.6$ ppm with one wave and $-426.9$ ppm with two. The errors are 3.9 and 1.4 ppm, or 0.9% and 0.3%. These errors and remainders are small differences that belong to this basis: another set of silicon p functions can move the one-wave error by a few ppm while hardly changing $\sigma_p$. These are best fits to all-electron functions, not a pseudopotential calculation of silane, and the atomic potential stands in for the molecular one. The one-wave remainder therefore contains both the term $c\,\dot u$ and the difference between the molecular $u$, at $e_o=-0.312$ hartree, and the atomic 3p wave, at $-0.153$ hartree; the fit itself does not separate the two. They can be separated by scaling the molecular occupied and response waves to one at $r_c$. Since $\dot u(r_c)=0$, the difference of these two waves is the $c\,\dot u$ term. It contributes about $+17$ ppm to the one-wave error, and the difference between the molecular and atomic $u$ contributes about $-13$ ppm. The two largely cancel, so the small one-wave error is partly an accident of the reference energy. A full reconstruction must also expand the occupied orbitals, which lie 0.16 hartree below the reference and are fitted by the atomic 3p wave less well than the response is; the 3.9 ppm is therefore not a bound on the one-wave error.

The cost of having no reconstruction can be estimated by carrying the atomic ratio over to the molecule. If about 6% of the p-channel term survives, the loss is $0.94\times425\approx400$ ppm. Reconstruction is therefore indispensable here. The second projector is a refinement of up to a few percent of $\sigma_p$ when the first reference energy is close to the occupied level, and of more when it is not, by an amount that depends on the projector shape, and it matters when shieldings are wanted to better than about ten ppm. How much of the one-projector error cancels in a shift between two compounds is not settled by this example.

The numerical check checks the relation for $\langle V'\rangle$, the slope rule, the orders of the projector errors and the gain from the second fitted wave, with the molecular $\sigma_p$ also obtained by diagonalization in a finite field.

## Calculated quantities

```
Si atom, LDA: 3p energy = -0.15329 hartree
all-electron 3p <r^-3> = 2.4515 bohr^-3
all-electron 3p <dV/dr> = 4.9029 hartree/bohr
share of <r^-3> from r < 0.2 bohr = 69.20 %
share of <r^-3> from r < 0.5 bohr = 94.77 %
share of <r^-3> from r < 1.0 bohr = 95.74 %
share of <r^-3> from r < 2.0 bohr = 98.69 %
rc = 1.8 bohr: pseudo <r^-3> = 0.1678 bohr^-3, removed = 93.16 %
rc = 2.0 bohr: pseudo <r^-3> = 0.1689 bohr^-3, removed = 93.11 %
rc = 2.2 bohr: pseudo <r^-3> = 0.1717 bohr^-3, removed = 92.99 %
main sphere radius rc = 2.0 bohr
3p charge inside rc, both waves = 0.2820 electron
in-sphere <r^-3>: all-electron = 2.4195, pseudo = 0.1369 bohr^-3
pseudo 3p <dV_ps/dr> = 0.3379 hartree/bohr
energy slope of u'/u at rc = -1.4845 1/(bohr hartree)
second reference energy above 3p = 0.50 hartree
in-sphere <3p|r^-3|u_E> as % of the all-electron value:
E-e3p = 0.10 hartree: bare 5.70, one projector 100.45, two 100.05 %
  pseudo minus all-electron u'/u at rc = -0.00030 1/bohr
E-e3p = 0.25 hartree: bare 5.75, one projector 101.07, two 100.05 %
  pseudo minus all-electron u'/u at rc = -0.00238 1/bohr
E-e3p = 0.40 hartree: bare 5.81, one projector 101.68, two 100.01 %
  pseudo minus all-electron u'/u at rc = -0.00791 1/bohr
E-e3p = 0.60 hartree: bare 5.90, one projector 102.63, two 100.05 %
  pseudo minus all-electron u'/u at rc = -0.02676 1/bohr
error ratio on halving the energies: one projector 1.990, two 3.899
silane Si-H distance = 2.80 bohr, basis functions = 79
silane highest occupied level = -0.3119 hartree
silane lowest empty level = 0.0097 hartree
sigma_p, sum over states = -456.78 ppm
sigma_p, finite field = -456.78 ppm
sigma_p, full-space quadrature = -456.78 ppm
sigma_p from L/r^3 inside rc = -434.84 ppm (95.20 %)
sigma_p from the five core orbitals = 0.305 ppm
in-sphere p channel, top three orbitals = -425.46 ppm
sigma_d = 898.58 ppm, of which core = 832.00 ppm
sigma_d + sigma_p = 441.80 ppm
response shape left over: one wave 1.27 %, two waves 0.15 %
p-channel sigma_p with fitted response: one wave -421.59 ppm, two waves -426.85 ppm
```
